# Current through an interacting quantum-dot spin valve from spin-resolved spectral functions

## 1. Unlimited bias

A quantum dot has one orbital, which can hold one electron of each spin $\sigma$. It lies between two magnets L and R whose magnetizations share one axis. An electron of spin $\sigma$ tunnels between the dot and lead $\alpha$ at the rate $\Gamma_{\alpha\sigma}/\hbar$, provided that the final state is free. Let the bias be so large that L is full and R is empty at every energy that matters, and let the widths $\Gamma_{\alpha\sigma}$ be independent of energy. Spin $\sigma$ then enters from L at the rate $\Gamma_{L\sigma}(1-n_\sigma)/\hbar$ and leaves to R at the rate $\Gamma_{R\sigma}n_\sigma/\hbar$, where $n_\sigma$ is the mean occupation. If no process flips spin, the two rates are equal in the steady state:

$$n_\sigma=\frac{\Gamma_{L\sigma}}{\Gamma_{L\sigma}+\Gamma_{R\sigma}},\qquad I_\sigma=\frac{e}{\hbar}\,w_\sigma,\qquad w_\sigma=\frac{\Gamma_{L\sigma}\Gamma_{R\sigma}}{\Gamma_{L\sigma}+\Gamma_{R\sigma}} .$$

The Coulomb energy $U$ of double occupation has dropped out. It changes the energy at which an electron enters, but here the filling and the width are the same at all energies. At finite bias the energy does matter, and the spectral function of the dot carries that information:

$$\boxed{I=\frac{e}{h}\sum_\sigma w_\sigma\int d\varepsilon\,[f_L(\varepsilon)-f_R(\varepsilon)]\,A_\sigma(\varepsilon)}\tag{1}$$

Here $f_\alpha$ is the Fermi function of lead $\alpha$, and $A_\sigma=i(G^r_\sigma-G^a_\sigma)=-2\,\mathrm{Im}\,G^r_\sigma$. The anticommutator $\{d_\sigma,d^\dagger_\sigma\}=1$ fixes $\int A_\sigma d\varepsilon=2\pi$. With $f_L=1$ and $f_R=0$, (1) therefore returns $(e/h)\,2\pi w_\sigma=ew_\sigma/\hbar$ per spin.

Throughout, $e>0$, $\mu_L-\mu_R=eV$, and $I_{\alpha\sigma}$ is $e$ times the net rate at which electrons pass from lead $\alpha$ into the dot.

## 2. Current at one contact

The Hamiltonian is

$$H=\sum_\sigma\varepsilon_\sigma n_\sigma+Un_\uparrow n_\downarrow+\sum_{\alpha k\sigma}\varepsilon_{\alpha k\sigma}c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\sum_{\alpha k\sigma}\left(t_{\alpha k\sigma}c^\dagger_{\alpha k\sigma}d_\sigma+\mathrm{h.c.}\right).$$

The leads are noninteracting. Every term conserves the number of electrons of each spin, so all Green functions are diagonal in spin. For one lead and one spin, with those labels suppressed and $N=\sum_kc_k^\dagger c_k$, the commutators $[c_k^\dagger d,N]=-c_k^\dagger d$ and $[d^\dagger c_k,N]=d^\dagger c_k$ give

$$I=-e\frac{d\langle N\rangle}{dt}=\frac{ie}{\hbar}\sum_k\left(t_k\langle c_k^\dagger d\rangle-t_k^*\langle d^\dagger c_k\rangle\right)=\frac{2e}{\hbar}\,\mathrm{Im}\sum_kt_k^*\langle d^\dagger c_k\rangle .$$

The last form holds because the two terms are complex conjugates. The equation of motion of $c_k$ is that of a free level driven by $t_kd$. On the Keldysh contour this reads $G_{kd}=g_kt_kG$, with $g_k$ the free lead function. The lesser part of such a product is $G^<_{kd}=t_k(g_k^rG^<+g_k^<G^a)$. Since $\langle d^\dagger c_k\rangle=-i\int\frac{d\varepsilon}{2\pi}G^<_{kd}$, two lead sums are needed:

$$\sum_k|t_k|^2g_k^r=\Lambda-\tfrac i2\Gamma,\qquad\sum_k|t_k|^2g_k^<=i\Gamma f,\qquad\Gamma=2\pi\sum_k|t_k|^2\delta(\varepsilon-\varepsilon_k).$$

Write $G^<=ig$, where $g\ge0$ is the filled part of the spectrum and $n=\int g\,d\varepsilon/2\pi$. Then

$$\mathrm{Im}\left\{-i\left[(\Lambda-\tfrac i2\Gamma)\,ig+i\Gamma fG^a\right]\right\}=\mathrm{Im}\left\{(\Lambda-\tfrac i2\Gamma)g+\Gamma fG^a\right\}=\tfrac12\Gamma(fA-g),$$

because $\mathrm{Im}\,G^a=A/2$. With $\hbar=h/2\pi$ and the labels restored,

$$I_{\alpha\sigma}=\frac eh\int d\varepsilon\,\Gamma_{\alpha\sigma}\left[f_\alpha A_\sigma-g_\sigma\right].\tag{2}$$

This is the Meir-Wingreen current for one spin, which can also be written with $ie/h$ in front of $\Gamma[f(G^r-G^a)+G^<]$. Splitting $A_\sigma=g_\sigma+\bar g_\sigma$ into filled and empty parts turns the bracket into $f_\alpha\bar g_\sigma-(1-f_\alpha)g_\sigma$, which is electrons entering minus electrons leaving.

## 3. Removing the filled spectrum

The function $g_\sigma$ depends on how the interaction redistributes electrons in energy, and no Fermi function gives it in general. One conservation law is enough to remove it from the current. Since $[Un_\uparrow n_\downarrow,n_\sigma]=0$, the occupation of spin $\sigma$ changes by tunnelling alone:

$$e\frac{d\langle n_\sigma\rangle}{dt}=I_{L\sigma}+I_{R\sigma}=0\quad\text{in the steady state.}\tag{3}$$

This holds for each spin separately. Set $I_\sigma=I_{L\sigma}=-I_{R\sigma}$. For any number $x_\sigma$,

$$I_\sigma=x_\sigma I_\sigma+(1-x_\sigma)I_\sigma=x_\sigma I_{L\sigma}-(1-x_\sigma)I_{R\sigma}.$$

Insert (2) with energy-independent widths:

$$I_\sigma=\frac eh\int d\varepsilon\left\{\left[x_\sigma\Gamma_{L\sigma}f_L-(1-x_\sigma)\Gamma_{R\sigma}f_R\right]A_\sigma-\left[x_\sigma\Gamma_{L\sigma}-(1-x_\sigma)\Gamma_{R\sigma}\right]g_\sigma\right\}.$$

The coefficient of $g_\sigma$ vanishes for $x_\sigma=\Gamma_{R\sigma}/(\Gamma_{L\sigma}+\Gamma_{R\sigma})$. Then $x_\sigma\Gamma_{L\sigma}=(1-x_\sigma)\Gamma_{R\sigma}=w_\sigma$, and the sum over spin is (1).

Each spin has its own $x_\sigma$, so the ratio $\Gamma_{L\sigma}/\Gamma_{R\sigma}$ need not be the same for both. Antiparallel magnets are therefore covered. The spins remain coupled through $A_\sigma$, which depends on $U$, on the bias and on the occupation of the other spin. Equation (1) is not a formula for independent electrons with a fixed transmission.

Writing out (3) with (2) also gives the occupation:

$$n_\sigma=\int\frac{d\varepsilon}{2\pi}\,\frac{\Gamma_{L\sigma}f_L+\Gamma_{R\sigma}f_R}{\Gamma_{L\sigma}+\Gamma_{R\sigma}}\,A_\sigma.\tag{4}$$

**Linear response.** For small $V$, $f_L-f_R\approx eV(-f')$. This factor is already of first order, so $A_\sigma$ may be taken at $V=0$:

$$\left.\frac{dI}{dV}\right|_0=\frac{e^2}{h}\sum_\sigma w_\sigma\int d\varepsilon\,(-f')A^{\rm eq}_\sigma.\tag{5}$$

**No interaction.** With $U=0$ and $\Gamma_\sigma=\Gamma_{L\sigma}+\Gamma_{R\sigma}$, $A_\sigma=\Gamma_\sigma/[(\varepsilon-\varepsilon_\sigma)^2+\Gamma_\sigma^2/4]$. Then $w_\sigma A_\sigma=\Gamma_{L\sigma}\Gamma_{R\sigma}/[(\varepsilon-\varepsilon_\sigma)^2+\Gamma_\sigma^2/4]$, the Breit-Wigner transmission.

This limit was tested against the definition $-e\,d\langle N_L\rangle/dt$. One spin with widths 1.30 and 0.56 meV and a level at 0.3 meV was joined to 800 discrete levels per lead, spread over $\pm80$ meV. The bias was 3 mV and the temperature 4.2 K. Time evolution from an empty dot gave 56.9 nA after a time of $10\,\hbar/\mathrm{meV}$, and (1) gives 56.7 nA. The discrete leads have a finite band, so complete agreement is not expected.

## 4. What an implementation must respect

The retarded function has to come from some treatment of the interaction. The example uses the self-consistent second-order self-energy, with $\bar\sigma$ the spin opposite to $\sigma$. On the contour its correlation part is $U^2G_\sigma(t,t')G_{\bar\sigma}(t,t')G_{\bar\sigma}(t',t)$. With $G^<=ig$ and $G^>=-i\bar g$, the lesser part has the factor $i\cdot i\cdot(-i)=i$, so $\Sigma^<=is^{\rm in}$ and likewise $\Sigma^>=-is^{\rm out}$, where

$$s^{\rm in}_\sigma(\varepsilon)=U^2\!\int\!\frac{d\varepsilon_1d\varepsilon_2}{(2\pi)^2}\,g_\sigma(\varepsilon_1)\,g_{\bar\sigma}(\varepsilon_2)\,\bar g_{\bar\sigma}(\varepsilon_1+\varepsilon_2-\varepsilon),$$

and $s^{\rm out}_\sigma$ follows by exchanging $g$ and $\bar g$. The remaining equations are

$$G^r_\sigma=\left[\varepsilon-\varepsilon_\sigma-Un_{\bar\sigma}+\tfrac i2\Gamma_\sigma-\int\frac{d\varepsilon'}{2\pi}\frac{s^{\rm in}_\sigma(\varepsilon')+s^{\rm out}_\sigma(\varepsilon')}{\varepsilon-\varepsilon'+i0}\right]^{-1},$$

$$g_\sigma=|G^r_\sigma|^2(F_\sigma+s^{\rm in}_\sigma),\qquad\bar g_\sigma=|G^r_\sigma|^2(\Gamma_\sigma-F_\sigma+s^{\rm out}_\sigma),\qquad F_\sigma=\Gamma_{L\sigma}f_L+\Gamma_{R\sigma}f_R.$$

They are iterated until $n_\sigma$, $s^{\rm in}_\sigma$ and $s^{\rm out}_\sigma$ stop changing. The double integrals are convolutions and can be done by fast Fourier transform.

**Balance at one energy.** Let $j_\sigma(\varepsilon)$ be the sum of the two integrands of (2). Then

$$j_\sigma=F_\sigma A_\sigma-\Gamma_\sigma g_\sigma=|G^r_\sigma|^2\left[F_\sigma s^{\rm out}_\sigma-(\Gamma_\sigma-F_\sigma)s^{\rm in}_\sigma\right]=g_\sigma s^{\rm out}_\sigma-\bar g_\sigma s^{\rm in}_\sigma.\tag{6}$$

The second form follows on inserting $g_\sigma$ and $A_\sigma=g_\sigma+\bar g_\sigma$. The third follows because the products $s^{\rm in}_\sigma s^{\rm out}_\sigma$ cancel. So $j_\sigma$ is the rate at which collisions remove electrons from energy $\varepsilon$, less the rate at which they bring them there. It vanishes at each energy if the correlation part is dropped (Hartree). With collisions, (4) holds for the integral, but its integrand is not $g_\sigma$.

**Conservation by the approximation.** Both terms of (6), integrated over $\varepsilon$, become $U^2$ times the same integral of $g_\sigma(a)\,\bar g_\sigma(b)\,g_{\bar\sigma}(c)\,\bar g_{\bar\sigma}(d)$ with $a+c=b+d$. Hence $\int j_\sigma d\varepsilon=0$, and this self-energy obeys (3). For an approximation that does not, the right side of (1) is still $\sum_\sigma[x_\sigma I_{L\sigma}-(1-x_\sigma)I_{R\sigma}]$, an average of two unequal contact currents. Code should therefore evaluate $I_{L\sigma}+I_{R\sigma}$ from (2) before relying on (1).

**Energy-dependent widths.** If the widths vary with energy, $x_\sigma$ can vary too. Let $i_{\alpha\sigma}$ be the integrand of (2). Moving the weight inside the integral gives

$$\frac eh\int d\varepsilon\left[x_\sigma i_{L\sigma}-(1-x_\sigma)i_{R\sigma}\right]=\frac eh\int d\varepsilon\left[x_\sigma(i_{L\sigma}+i_{R\sigma})-i_{R\sigma}\right]=I_\sigma+\frac eh\int d\varepsilon\,x_\sigma j_\sigma.\tag{7}$$

The error term vanishes if $j_\sigma=0$ at every energy, as in the Hartree approximation. It also vanishes if $x_\sigma$ is constant, that is, if both widths have the same energy shape; then (1) holds with $w_\sigma(\varepsilon)$ under the integral. Otherwise it is in general nonzero.

## 5. Worked example

The parameters are round values in the rough regime of an InAs dot strongly coupled to ferromagnetic metal contacts: $U=2$ meV, $\varepsilon_\sigma=-0.5$ meV, 4.2 K ($k_BT=0.362$ meV), and 3 mV applied symmetrically. The mean widths are 1.0 meV (L) and 0.8 meV (R), multiplied by $1\pm0.3$ for majority and minority spin. Spin 0 is the majority spin of L. Reversing R exchanges its two widths, and everything else is held fixed.

For parallel magnets (P) and spin 0,

$$w_0=\frac{1.30\times1.04}{1.30+1.04}=0.578\ \text{meV},\qquad\int\frac{d\varepsilon}{2\pi}(f_L-f_R)A_0=0.483 .$$

A rate of 1 meV$/\hbar$ carries 243.4 nA, so, with more digits kept, $I_0=243.41\times0.57778\times0.48260=67.9$ nA. All four channels follow in the same way; the factors are rounded only for the table:

| Magnets, spin | $w_\sigma$ (meV) | Window integral | $n_\sigma$ | $I_\sigma$ (nA) |
|---|---|---|---|---|
| P, 0 | 0.578 | 0.483 | 0.472 | 67.9 |
| P, 1 | 0.311 | 0.623 | 0.481 | 47.2 |
| AP, 0 | 0.391 | 0.554 | 0.582 | 52.8 |
| AP, 1 | 0.418 | 0.539 | 0.366 | 54.8 |

The Meir-Wingreen currents computed from $g_\sigma$ at L and at R agree with these products in magnitude to all printed digits, with opposite signs. This is a test of the reduction, because $g_\sigma$ enters (2) and not (1). It includes the antiparallel case (AP), where $\Gamma_{L\sigma}/\Gamma_{R\sigma}$ is 2.3 for one spin and 0.67 for the other. In the parallel case the largest $|j_\sigma|$ is 6.7 % of the larger of the two peak integrands at L (6.3 % for spin 0 and 7.2 % for spin 1, each measured against its own peak), so the agreement is one of integrals and not of integrands.

The totals are 115.1 nA (P) and 107.6 nA (AP), a magnetoresistance $(I_P-I_{AP})/I_{AP}$ of 6.9 %. The sums of weights alone, 0.889 and 0.810 meV, would give 9.8 %. The difference lies in the window integrals. For a noninteracting level centred in the window at zero temperature, that integral is $(2/\pi)\arctan(eV/\Gamma_\sigma)$, which falls as the level broadens. In the parallel case the spin with the larger weight is also the broader one, so it loses more of its area outside the window. This accounts for the direction of the change; the share due to interactions was not separated.

For (5), the antiparallel currents at biases of $+0.02$ and $-0.02$ mV give a conductance of 1.2154 $e^2/h$, and the equilibrium spectrum gives the same value to these digits.

For (7), the left width of the parallel device was given a Lorentzian energy shape, centred at 1.5 meV with half-width 1.0 meV and equal to one at zero energy. The right width stayed constant. The level shift $\Lambda(\varepsilon)$ that belongs to the Lorentzian shape was added to $\varepsilon_\sigma$ in $G^r_\sigma$. With the weight moved inside the integral, the result is 1.1 % (spin 0) and 1.8 % (spin 1) below the Meir-Wingreen current.

## 6. How good is the spectral function?

Equation (1) passes on any error in $A_\sigma$. At unlimited bias an exact comparison is possible. The leads then have no memory, and the other spin fills and empties at the rates $\Gamma_{L\bar\sigma}/\hbar$ and $\Gamma_{R\bar\sigma}/\hbar$, independently of spin $\sigma$. The equations for $d_\sigma(1-n_{\bar\sigma})$ and $d_\sigma n_{\bar\sigma}$ close. Their retarded functions $G_0$ and $G_1$ obey

$$\left(\varepsilon-\varepsilon_\sigma+\tfrac i2\Gamma_\sigma+i\Gamma_{L\bar\sigma}\right)G_0-i\Gamma_{R\bar\sigma}G_1=1-n_{\bar\sigma},$$

$$\left(\varepsilon-\varepsilon_\sigma-U+\tfrac i2\Gamma_\sigma+i\Gamma_{R\bar\sigma}\right)G_1-i\Gamma_{L\bar\sigma}G_0=n_{\bar\sigma},$$

and $G^r_\sigma=G_0+G_1$. For the antiparallel widths, the largest deviation of the second-order spectrum from this result is 6.3 % of the peak at $U=2$ meV and 0.95 % at 1 meV. Halving $U$ reduces the error by a factor of 6.6. An error of order $U^2$ would fall by 4, so the drop is consistent with an approximation correct through second order. At $U=2$ meV the spectral area within $\pm1.5$ meV, summed over both spins, is 1.3 to 1.4 % too large, depending on how the edges of the window fall on the energy grid. The separate errors are about 0.6 % for spin 0 and about 2 % for spin 1.

At 3 mV no exact reference was computed. There the Hartree approximation gives 124.6 nA for parallel magnets, 8 % above the second-order value. The effect of still higher orders on the current is not known from these numbers. The example does not describe the Kondo regime of large $U/\Gamma$ and low temperature.

## 7. Spin mixing and real devices

Step (3) fails if spin is not conserved. At unlimited bias a master equation for the four dot states treats $U$ exactly. Without spin mixing it reproduces $w_\sigma$ for each spin in both configurations. A transverse field with a precession energy of 1.8 meV then raises the antiparallel current 4.9 % above the value from (1). This sign need not hold at finite bias, where such a field also splits the level and can move part of the spectrum out of the bias window. If mixing made the two occupations equal, the balance $2\times1.0\,(1-n)=2\times0.8\,n$ would give a current of $0.889\,e\,\mathrm{meV}/\hbar$ for either configuration. That is 9.8 % above the antiparallel value without mixing, and the magnetoresistance in this limit would be zero.

In the example $U$ is between 0.85 and 1.6 times the total width $\Gamma_\sigma$, so the interaction is at most moderate. A dot with a larger charging energy or weaker contacts lies outside this range. For the numbers of the example, the neglected effects are as follows.

- **Stray field and misalignment.** A transverse field of 0.05 T with a rough $g$ factor of 8 changes the antiparallel current at unlimited bias by 0.002 %. Magnets 10° away from antiparallel change it by 0.07 %. Neither effect was computed at 3 mV.
- **Lead bands.** A Lorentzian band centred at 200 meV with half-width 400 meV splits the spin levels of the parallel device by 0.27 meV. With the mean level restored by the gate, the current changes by $+2.0$ % for spin 0 and $-3.0$ % for spin 1. These changes nearly cancel in the total, which falls by only about 0.1 %. Using constant weights with the spectrum of that calculation causes an error of $-0.04$ %.
- **Second orbital.** This was estimated for noninteracting electrons, with the first level shifted by $Un_{\bar\sigma}$. An orbital 10 meV above it, with the same widths, changes the parallel current by $+1.7$ % or $-3.1$ %, depending on the relative sign of its tunnelling amplitudes. This leaves out the charge in the second orbital. If that charge also shifts the first level, with the same $U$ in the Hartree approximation and the gate held fixed, the changes become about $+1$ % and $-5$ % when the occupations of the first level are also recomputed self-consistently, and about $+0.6$ % and $-6$ % when they are held at their one-orbital values.

Spin-orbit coupling is strong in InAs and can mix spin during tunnelling. It was not modelled. The equal-occupation limit at unlimited bias shows what is at stake: there, spin mixing can remove the whole magnetoresistance while changing the antiparallel current by about a tenth. Where such mixing is appreciable, the full matrix form of the Meir-Wingreen current should be used in place of (1). The numerical output below lists most of the values to more digits.

## Computed values

```
U = 2.0 meV, bare level = -0.5 meV, bias = 3.0 mV
temperature = 4.2 K, kT = 0.3619 meV, polarization = 0.3
mean widths L, R = 1.0, 0.8 meV
current per meV of rate (e/hbar) = 243.41 nA
P spin 0: widths L, R = 1.300, 1.040 meV, weight = 0.57778 meV
P spin 0: occupation = 0.4718, window int (fL-fR)A/2pi = 0.48260
P spin 0: Meir-Wingreen L = 67.8723 nA, R = -67.8723 nA, reduced = 67.8723 nA
P spin 1: widths L, R = 0.700, 0.560 meV, weight = 0.31111 meV
P spin 1: occupation = 0.4811, window int (fL-fR)A/2pi = 0.62321
P spin 1: Meir-Wingreen L = 47.1945 nA, R = -47.1945 nA, reduced = 47.1945 nA
P: sum of weights = 0.88889 meV
AP spin 0: widths L, R = 1.300, 0.560 meV, weight = 0.39140 meV
AP spin 0: occupation = 0.5823, window int (fL-fR)A/2pi = 0.55392
AP spin 0: Meir-Wingreen L = 52.7725 nA, R = -52.7725 nA, reduced = 52.7725 nA
AP spin 1: widths L, R = 0.700, 1.040 meV, weight = 0.41839 meV
AP spin 1: occupation = 0.3659, window int (fL-fR)A/2pi = 0.53850
AP spin 1: Meir-Wingreen L = 54.8420 nA, R = -54.8420 nA, reduced = 54.8420 nA
AP: sum of weights = 0.80979 meV
total current P = 115.067 nA, AP = 107.614 nA
magnetoresistance (I_P-I_AP)/I_AP = 6.93 %
same ratio from sums of weights alone = 9.77 %
P: largest L+R imbalance at one energy / peak of L = 6.71 %
P: Hartree-only current = 124.592 nA
AP linear conductance: formula = 1.21538, from currents = 1.21536 e^2/h
narrow left band (centre 1.5, half-width 1.0 meV), error of form: spin 0 -1.137 %, spin 1 -1.763 %
U=0 discrete leads: -dN_L/dt = 56.910 nA, formula = 56.683 nA
unlimited bias, AP: largest spectral error / peak: U = 2.0 meV 6.29 %, U = 1.0 meV 0.949 %
unlimited bias, AP: error of spectral area within +-1.5 meV = 1.36 %
Neglected effects (relative change of current):
precession energy 1.8 meV, AP, unlimited bias: 4.89 %
stray transverse field 0.05 T, g = 8.0 (0.0232 meV): 0.0016 %
magnets 10 degrees off antiparallel, unlimited bias: 0.074 %
sloping lead bands (centre 200, half-width 400 meV), P: -0.086 %
  exchange splitting E(spin 1)-E(spin 0) = 0.2700 meV
  error of constant weights with that run's spectrum = -0.0408 %
second orbital 10 meV higher, P, U=0 estimate: equal signs 1.74 %, opposite signs -3.11 %
```
